# Force thresholds and frozen regions in simulations of strained submonolayer growth: verification in Python

```python
"""Strained submonolayer growth: kinetic Monte Carlo with ball-and-spring elasticity.

Results under test, for elastic energy E(u) = u.K.u/2 - f.u + c with minimum W:
  * a displacement field u with residual force r = f - K u has excess energy
    E(u) - W = r.K^-1.r/2 <= |r|^2/(2 lambda_min);
  * hop rates exp(-(gamma n - dW)/kT), dW = W(with atom) - W(without atom),
    have the Boltzmann distribution of -gamma*bonds + W as stationary state;
  * relaxing only a box around a removed atom gives a lower bound to dW;
  * full relaxation only when |r| exceeds a threshold controls the energy error.
Symbols: u displacements, K stiffness matrix, f misfit forces, n lateral bonds of
the hopping atom, gamma bond energy. Length unit a (substrate spacing), energy eV.
Film sites are layer 0, substrate layers are 1..depth, a rigid floor lies below.
"""
from itertools import combinations
import numpy as np
from scipy import constants, sparse
from scipy.linalg import eigvalsh
from scipy.optimize import minimize

K_AXIAL, K_DIAG = 40.0, 20.0      # eV/a^2
MISFIT, GAMMA = 0.05, 0.30        # dimensionless, eV
TEMPERATURE = 600.0               # K
KT = constants.k * TEMPERATURE / constants.e
HOP_TO_FLUX = 500.0               # free-adatom hop rate per direction / flux per site
HALF_BOX = 4                      # columns on each side, and substrate layers
FORCE_TOL = 0.05                  # eV/a
TARGET_ATOMS = 12


def dofs(sites):
    return (2 * np.asarray(sites, dtype=int)[:, None] + np.array([0, 1])).ravel()


class Crystal:
    def __init__(self, width, depth, misfit):
        self.L, self.H = width, depth
        self.occ = np.zeros(width, dtype=bool)
        size = 2 * width * (depth + 1)
        self.K, self.f, self.c = np.zeros((size, size)), np.zeros(size), 0.0
        self.legs = [self.down(x, 0) for x in range(width)]
        self.side = [self.spring(x, (x + 1) % width, (1, 0), K_AXIAL, misfit)
                     for x in range(width)]
        self.substrate = []
        for d in range(1, depth + 1):
            for x in range(width):
                self.substrate += self.down(x, d)
                self.substrate.append(self.spring(
                    d * width + x, d * width + (x + 1) % width, (1, 0), K_AXIAL, 0.0))
        for s in self.substrate:
            self.put(s, 1)
        self.top = np.arange(2 * width, 4 * width)
        t, b = slice(2 * width, 4 * width), slice(4 * width, size)
        self.follow = -np.linalg.solve(self.K[b, b], self.K[b, t])
        self.softening = self.K[t, b] @ self.follow

    def spring(self, i, j, vector, k, delta):
        e = np.array(vector, dtype=float)
        n = e / np.linalg.norm(e)
        if j < 0:
            return dofs([i]), -n, k, delta, i, j, e
        return dofs([i, j]), np.concatenate([-n, n]), k, delta, i, j, e

    def down(self, x, d):
        out = []
        for dx, k in ((0, K_AXIAL), (1, K_DIAG), (-1, K_DIAG)):
            j = (d + 1) * self.L + (x + dx) % self.L if d < self.H else -1
            out.append(self.spring(d * self.L + x, j, (dx, -1), k, 0.0))
        return out

    def put(self, s, sign):
        d, b, k, delta = s[:4]
        self.K[d[:, None], d] += sign * k * b[:, None] * b
        self.f[d] += sign * k * delta * b
        self.c += sign * 0.5 * k * delta**2

    def atom_springs(self, x):
        out = list(self.legs[x])
        if self.occ[(x + 1) % self.L]:
            out.append(self.side[x])
        if self.occ[x - 1]:
            out.append(self.side[x - 1])
        return out

    def add(self, x):
        for s in self.atom_springs(x):
            self.put(s, 1)
        self.occ[x] = True

    def remove(self, x):
        self.occ[x] = False
        for s in self.atom_springs(x):
            self.put(s, -1)

    def bonds(self, x):
        return int(self.occ[x - 1]) + int(self.occ[(x + 1) % self.L])

    def movers(self):
        return [int(x) for x in np.flatnonzero(self.occ) if self.bonds(x) < 2]

    def relax(self):
        """Full relaxation, deeper layers eliminated exactly."""
        film = dofs(np.flatnonzero(self.occ))
        act, m = np.concatenate([film, self.top]), len(film)
        A = self.K[act[:, None], act]
        A[m:, m:] += self.softening
        sol = np.linalg.solve(A, self.f[act])
        u = np.zeros(len(self.f))
        u[act] = sol
        u[4 * self.L:] = self.follow @ u[self.top]
        return self.c - 0.5 * self.f[act] @ sol, u

    def residual_energy(self, u):
        r = self.f - self.K @ u
        return r, self.c - 0.5 * u @ (self.f + r)

    def box(self, lo, hi, w):
        assert hi - lo + 2 * w + 1 <= self.L
        cols = np.arange(lo - w, hi + w + 1) % self.L
        layers = np.arange(1, min(w, self.H) + 1)
        sub = (layers[:, None] * self.L + cols).ravel()
        return dofs(np.concatenate([cols[self.occ[cols]], sub]))

    def settle(self, u, lo, hi, w):
        """Local update: minimize inside the box, everything else frozen."""
        B = self.box(lo, hi, w)
        u[B] += np.linalg.solve(self.K[B[:, None], B], self.f[B] - self.K[B] @ u)
        r, energy = self.residual_energy(u)
        return r, energy, len(B)

    def release(self, u, r, x, w):
        """Energy released on removing atom x, surroundings relaxed in a box."""
        r, stored = r.copy(), 0.0
        for s in self.atom_springs(x):
            d, b, k, delta = s[:4]
            tension = k * (b @ u[d] - delta)
            stored += tension**2 / (2 * k)
            r[d] += tension * b
        if w == 0:
            return stored
        self.remove(x)
        B = self.box(x, x, w)
        A = self.K[B[:, None], B]
        self.add(x)
        return stored + 0.5 * r[B] @ np.linalg.solve(A, r[B])

    def full_release(self, x, energy):
        self.remove(x)
        without = self.relax()[0]
        self.add(x)
        return energy - without

    def hop(self, x, step, fields):
        new = (x + step) % self.L
        self.remove(x)
        for u in fields:
            u[2 * x:2 * x + 2] = 0.0
        self.add(new)
        return new


def true_length_energy(cr, misfit, u_start):
    """Minimum energy with real spring lengths instead of linearized ones."""
    springs = list(cr.substrate)
    for x in np.flatnonzero(cr.occ):
        springs += cr.legs[x]
        if cr.occ[(x + 1) % cr.L]:
            springs.append(cr.side[x])
    rows, cols, vals = [], [], []
    for q, s in enumerate(springs):
        rows.append(q), cols.append(s[4]), vals.append(-1.0)
        if s[5] >= 0:
            rows.append(q), cols.append(s[5]), vals.append(1.0)
    A = sparse.csr_matrix((vals, (rows, cols)), shape=(len(springs), len(u_start) // 2))
    AT = A.T.tocsr()
    k = np.array([s[2] for s in springs])
    lattice = np.array([s[6] for s in springs])
    natural = np.linalg.norm(lattice, axis=1) + np.array([s[3] for s in springs])

    def scaled(v):
        d = lattice + A @ (misfit * v.reshape(-1, 2))
        length = np.sqrt((d**2).sum(axis=1))
        ext = length - natural
        grad = AT @ ((k * ext / length)[:, None] * d)
        return 0.5 * np.sum(k * ext**2) / misfit**2, grad.ravel() / misfit

    res = minimize(scaled, u_start / misfit, jac=True, method="L-BFGS-B",
                   options=dict(maxiter=3000, maxfun=6000, ftol=1e-13, gtol=1e-6))
    return res.fun * misfit**2


def draw(rates, rng):
    """Residence-time selection: event index and waiting time."""
    cum = np.cumsum(rates)
    i = int(np.searchsorted(cum, rng.random() * cum[-1], side="right"))
    return min(i, len(rates) - 1), rng.exponential(1.0 / cum[-1])


def event_table(cr, movers, released):
    events, rates = [], []
    for x, dW in zip(movers, released):
        for step in (-1, 1):
            if not cr.occ[(x + step) % cr.L]:
                events.append((x, step))
                rates.append(HOP_TO_FLUX * np.exp((dW - GAMMA * cr.bonds(x)) / KT))
    for x in np.flatnonzero(~cr.occ):
        events.append((int(x), 0))
        rates.append(1.0)
    return events, np.array(rates)


print(f"thermal energy kT at {TEMPERATURE:.0f} K: {KT:.5f} eV")
print(f"springs axial, diagonal: {K_AXIAL:.0f}, {K_DIAG:.0f} eV/a^2; misfit {MISFIT}")
print(f"bond energy: {GAMMA:.2f} eV; hop/flux ratio: {HOP_TO_FLUX:.0f}")

# --- linearized springs against true spring lengths, six-atom island ---
deviation = {}
for eps in (MISFIT, MISFIT / 10):
    cr = Crystal(40, 8, eps)
    for x in range(10, 16):
        cr.add(x)
    W6, u6 = cr.relax()
    deviation[eps] = true_length_energy(cr, eps, u6) / W6 - 1
    if eps == MISFIT:
        island, W_island, u_island = cr, W6, u6
assert abs(deviation[MISFIT]) < 0.2 and abs(deviation[MISFIT / 10]) < 0.02
assert abs(deviation[MISFIT / 10]) < 0.5 * abs(deviation[MISFIT])
print(f"six-atom island: unrelaxed {island.c:.5f} eV, relaxed W {W_island:.5f} eV")
for eps, dev in deviation.items():
    print(f"true-length minus linear energy, misfit {eps:.3f}: {100 * dev:.4f} %")

# --- removal energy of the island's edge atom against box size ---
r6 = island.residual_energy(u_island)[0]
full = island.full_release(15, W_island)
widths = (0, 1, 2, 4, 8)
partial = [island.release(u_island, r6, 15, w) for w in widths]
assert all(np.diff(partial) > 0) and partial[-1] <= full + 1e-9
assert abs(partial[-1] - full) < 0.1 * full
for w, value in zip(widths, partial):
    print(f"edge-atom removal energy, half-box {w}: {1000 * value:.3f} meV")
print(f"edge-atom removal energy, full relaxation: {1000 * full:.3f} meV")

# --- an edge atom walks eight sites away and returns, local updates only ---
u_walk, x = u_island.copy(), 15
for step in [1] * 8 + [-1] * 8:
    start = x
    x = island.hop(start, step, [u_walk])
    E_walk = island.settle(u_walk, min(start, start + step),
                           max(start, start + step), HALF_BOX)[1]
assert x == 15 and abs(island.relax()[0] - W_island) < 1e-9
assert E_walk - W_island > 1e-8
print(f"excess energy after walk and return: {1000 * (E_walk - W_island):.5f} meV")

# --- stationary state of three atoms on a ring of twelve sites ---
ring = Crystal(12, 6, MISFIT)
states = list(combinations(range(12), 3))
index = {s: i for i, s in enumerate(states)}
jump = {m: np.zeros((len(states), len(states))) for m in ("full", 2, 4)}
total_energy, bond_count = [], []
for i, state in enumerate(states):
    for x in state:
        ring.add(x)
    W, u = ring.relax()
    r = ring.residual_energy(u)[0]
    bond_count.append(sum(ring.bonds(x) for x in state) / 2)
    total_energy.append(W - GAMMA * bond_count[-1])
    for x in ring.movers():
        for m in jump:
            dW = ring.full_release(x, W) if m == "full" else ring.release(u, r, x, m)
            for step in (-1, 1):
                new = (x + step) % 12
                if not ring.occ[new]:
                    target = tuple(sorted(set(state) - {x} | {new}))
                    jump[m][i, index[target]] = np.exp((dW - GAMMA * ring.bonds(x)) / KT)
    for x in state:
        ring.remove(x)
total_energy, bond_count = np.array(total_energy), np.array(bond_count)
boltzmann = np.exp(-(total_energy - total_energy.min()) / KT)
boltzmann /= boltzmann.sum()
distance = {}
for m, Q in jump.items():
    G = Q.T - np.diag(Q.sum(axis=1))
    G[0] = 1.0
    rhs = np.zeros(len(states))
    rhs[0] = 1.0
    distance[m] = 0.5 * np.abs(np.linalg.solve(G, rhs) - boltzmann).sum()
assert distance["full"] < 1e-8
assert distance[2] > distance[4] > 1e-7
print(f"ring: {len(states)} states; distance from Boltzmann, full: {distance['full']:.1e}")
print(f"distance from Boltzmann, half-box 2: {distance[2]:.6f}; 4: {distance[4]:.6f}")

rng = np.random.default_rng(7)
state, clock, missing = 0, 0.0, 0.0
for _ in range(60000):
    nxt, dt = draw(jump["full"][state], rng)
    clock += dt
    missing += dt * (2 - bond_count[state])
    state = nxt
expected = boltzmann @ (2 - bond_count)
assert abs(missing / clock - expected) < 0.15 * expected   # sampling noise
print(f"mean broken bonds: sampled {missing / clock:.4f}, Boltzmann {expected:.4f}")

# --- growth: selective scheme drives, local-only field follows the same events ---
cr = Crystal(40, 8, MISFIT)
rng = np.random.default_rng(2024)
u_loc, u_sel = np.zeros(len(cr.f)), np.zeros(len(cr.f))
r_loc, r_sel = np.zeros(len(cr.f)), np.zeros(len(cr.f))
time, hops, barrier_solves = 0.0, 0, 0
events_by_kind, full_by_kind = [0, 0], [0, 0]      # index 1: lateral bond involved
excess_loc, excess_sel, box_sizes = [], [], []
err_loc, err_sel, tv_loc, tv_sel = [], [], [], []
while cr.occ.sum() < TARGET_ATOMS:
    movers = cr.movers()
    released = [cr.release(u_sel, r_sel, x, HALF_BOX) for x in movers]
    barrier_solves += len(movers)
    events, rates = event_table(cr, movers, released)
    if sum(events_by_kind) % 5 == 0 and movers:
        W_now = cr.relax()[0]
        exact = [cr.full_release(x, W_now) for x in movers]
        local = [cr.release(u_loc, r_loc, x, HALF_BOX) for x in movers]
        for x, e, l, s in zip(movers, exact, local, released):
            if cr.bonds(x):
                err_loc.append(l - e)
                err_sel.append(s - e)
        p = [q / q.sum() for q in (event_table(cr, movers, exact)[1],
                                   event_table(cr, movers, local)[1], rates)]
        tv_loc.append(0.5 * np.abs(p[1] - p[0]).sum())
        tv_sel.append(0.5 * np.abs(p[2] - p[0]).sum())
    chosen, dt = draw(rates, rng)
    time += dt
    x, step = events[chosen]
    if step == 0:
        cr.add(x)
        touched = cr.bonds(x) > 0
    else:
        before = cr.bonds(x)
        new = cr.hop(x, step, [u_loc, u_sel])
        touched = before + cr.bonds(new) > 0
        hops += 1
    lo, hi = min(x, x + step), max(x, x + step)
    r_loc, E_loc, _ = cr.settle(u_loc, lo, hi, HALF_BOX)
    r_sel, E_sel, nbox = cr.settle(u_sel, lo, hi, HALF_BOX)
    box_sizes.append(nbox)
    W_ref, u_ref = cr.relax()
    events_by_kind[int(touched)] += 1
    if np.linalg.norm(r_sel) > FORCE_TOL:
        u_sel = u_ref.copy()
        r_sel, E_sel = cr.residual_energy(u_sel)
        full_by_kind[int(touched)] += 1
    excess_loc.append(E_loc - W_ref)
    excess_sel.append(E_sel - W_ref)

# --- checks on the final state by direct solution of the whole lattice ---
active = dofs(np.concatenate([np.flatnonzero(cr.occ), np.arange(cr.L, cr.L * (cr.H + 1))]))
K_active = cr.K[np.ix_(active, active)]
sol = np.linalg.solve(K_active, np.column_stack([cr.f[active], r_loc[active]]))
W_direct = cr.c - 0.5 * cr.f[active] @ sol[:, 0]
excess_identity = 0.5 * r_loc[active] @ sol[:, 1]
lam = eigvalsh(K_active, subset_by_index=[0, 0])[0]
fresh = Crystal(cr.L, cr.H, MISFIT)
for x in np.flatnonzero(cr.occ):
    fresh.add(x)
bound = FORCE_TOL**2 / (2 * lam)
assert np.allclose(fresh.K, cr.K, atol=1e-8)
assert abs(W_direct - W_ref) < 1e-8
assert abs(excess_identity - excess_loc[-1]) < 1e-8
assert excess_loc[-1] <= r_loc @ r_loc / (2 * lam) + 1e-9
assert min(excess_loc + excess_sel) > -1e-8
assert max(excess_sel) <= bound
assert np.mean(excess_sel) < np.mean(excess_loc)
n_events, n_full = sum(events_by_kind), sum(full_by_kind)
assert 0 < n_full < n_events
assert full_by_kind[1] / events_by_kind[1] > full_by_kind[0] / events_by_kind[0]
rms = lambda v: np.sqrt(np.mean(np.square(v)))
assert rms(err_loc) < KT and rms(err_sel) < KT

print(f"growth: {cr.L} columns, {cr.H} layers, {int(cr.occ.sum())} atoms, "
      f"coverage {cr.occ.mean():.2f} ML")
print("final film: " + "".join("#" if o else "." for o in cr.occ))
print(f"elapsed time: {time:.4f} /F; hops {hops}, depositions {n_events - hops}")
print(f"force threshold: {FORCE_TOL} eV/a; half-box {HALF_BOX}")
print(f"full relaxations: {n_full} of {n_events} events")
print(f"  events with lateral bonds: {full_by_kind[1]} of {events_by_kind[1]}")
print(f"  events without lateral bonds: {full_by_kind[0]} of {events_by_kind[0]}")
print(f"unknowns: mean box {np.mean(box_sizes):.1f}, whole lattice {len(active)}")
print(f"local barrier solves by the selective scheme: {barrier_solves}")
print(f"smallest stiffness eigenvalue, final state: {lam:.4f} eV/a^2")
print(f"excess-energy bound at threshold: {1000 * bound:.4f} meV")
for name, ex, er, tv in (("local only", excess_loc, err_loc, tv_loc),
                         ("selective", excess_sel, err_sel, tv_sel)):
    print(f"{name}: excess mean {1000 * np.mean(ex):.5f}, max {1000 * np.max(ex):.5f} meV")
    print(f"  removal-energy error: mean {1000 * np.mean(er):.4f}, rms {1000 * rms(er):.4f} meV")
    print(f"  next-event probability distance: mean {np.mean(tv):.6f}, max {np.max(tv):.6f}")
print(f"sampled bonded-atom barriers: {len(err_loc)}; sampled states: {len(tv_loc)}")
print(f"final W: condensed {W_ref:.6f} eV, direct {W_direct:.6f} eV")
print(f"final local-only excess: energy {1000 * excess_loc[-1]:.6f} meV, "
      f"from residual {1000 * excess_identity:.6f} meV")
print("all good")
```

It prints:

```
thermal energy kT at 600 K: 0.05170 eV
springs axial, diagonal: 40, 20 eV/a^2; misfit 0.05
bond energy: 0.30 eV; hop/flux ratio: 500
six-atom island: unrelaxed 0.25000 eV, relaxed W 0.11877 eV
true-length minus linear energy, misfit 0.050: 0.1157 %
true-length minus linear energy, misfit 0.005: 0.0118 %
edge-atom removal energy, half-box 0: 21.141 meV
edge-atom removal energy, half-box 1: 29.741 meV
edge-atom removal energy, half-box 2: 33.033 meV
edge-atom removal energy, half-box 4: 34.882 meV
edge-atom removal energy, half-box 8: 35.740 meV
edge-atom removal energy, full relaxation: 35.838 meV
excess energy after walk and return: 0.06479 meV
ring: 220 states; distance from Boltzmann, full: 5.0e-15
distance from Boltzmann, half-box 2: 0.000492; 4: 0.000072
mean broken bonds: sampled 0.0323, Boltzmann 0.0330
growth: 40 columns, 8 layers, 12 atoms, coverage 0.30 ML
final film: ####....#...###..#........###...........
elapsed time: 0.3084 /F; hops 449, depositions 12
force threshold: 0.05 eV/a; half-box 4
full relaxations: 7 of 461 events
  events with lateral bonds: 7 of 11
  events without lateral bonds: 0 of 450
unknowns: mean box 82.6, whole lattice 664
local barrier solves by the selective scheme: 1869
smallest stiffness eigenvalue, final state: 0.6335 eV/a^2
excess-energy bound at threshold: 1.9730 meV
local only: excess mean 0.38045, max 1.75060 meV
  removal-energy error: mean 0.2285, rms 0.3295 meV
  next-event probability distance: mean 0.000022, max 0.000144
selective: excess mean 0.00158, max 0.02643 meV
  removal-energy error: mean -0.1904, rms 0.2402 meV
  next-event probability distance: mean 0.000016, max 0.000071
sampled bonded-atom barriers: 196; sampled states: 92
final W: condensed 0.102683 eV, direct 0.102683 eV
final local-only excess: energy 1.177788 meV, from residual 1.177788 meV
all good
```
